# How Pressure Shifts the Melting Temperatures of Silicon and Aluminium: verification in Python

```python
# Result under test: the Clapeyron relation dTm/dP = Tm*dV/L for melting,
# dV = V_liquid - V_solid (molar), L = H_liquid - H_solid (molar).
# Silicon has dV < 0 (Tm falls with pressure), aluminium dV > 0 (Tm rises).
# Independent road: Gibbs energies are integrated from heat capacity and an
# equation of state; the melting line is the numerical root of G_s = G_l.
# All material inputs are rounded, rough typical values near melting.
from itertools import product
from math import exp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

P0 = constants.atm
CM3 = constants.centi**3
GPA = constants.giga
SMALL_P, LARGE_P = 10e6, 1e9       # added pressures, Pa
RADIUS = 1e-6                    # radius of a solid sphere, m
VOLUME_MARGIN = 0.1 * CM3        # assumed margin on each molar volume
HEAT_MARGIN = 0.05               # assumed relative margin on latent heat


def phase(volume, cp, alpha, kappa, enthalpy, entropy):
    """Molar volume m3, heat capacity J/K, expansion 1/K, compressibility 1/Pa."""
    return dict(V=volume, cp=cp, alpha=alpha, kappa=kappa,
                H=enthalpy, S=entropy)


def material(Tm, L, Vs, Vl, cps, cpl, als, all_, ks, kl, gamma, Vroom):
    return dict(Tm=Tm, L=L, gamma=gamma, Vroom=Vroom * CM3,
                s=phase(Vs * CM3, cps, als, ks / GPA, 0.0, 0.0),
                l=phase(Vl * CM3, cpl, all_, kl / GPA, L, L / Tm))


mats = {
    "Si": material(1690.0, 50e3, 12.2, 11.0, 29.0, 27.0,
                   1.3e-5, 1.2e-4, 0.011, 0.025, 0.40, 12.1),
    "Al": material(933.0, 10.7e3, 10.6, 11.4, 33.0, 32.0,
                   1.0e-4, 1.2e-4, 0.018, 0.025, 0.15, 10.0),
}


def volume(ph, T, P, Tref):
    return ph["V"] * (1 + ph["alpha"] * (T - Tref)) * exp(-ph["kappa"] * (P - P0))


def gibbs(ph, T, P, Tref):
    H = ph["H"] + quad(lambda t: ph["cp"], Tref, T)[0]
    S = ph["S"] + quad(lambda t: ph["cp"] / t, Tref, T)[0]
    return H - T * S + quad(lambda p: volume(ph, T, p, Tref), P0, P)[0]


def enthalpy(ph, T, P, Tref):
    """Heat at P0, then compress at fixed T using dH/dP = V - T*dV/dT."""
    def integrand(p):
        dVdT = ph["V"] * ph["alpha"] * exp(-ph["kappa"] * (p - P0))
        return volume(ph, T, p, Tref) - T * dVdT
    return (ph["H"] + quad(lambda t: ph["cp"], Tref, T)[0]
            + quad(integrand, P0, P)[0])


def delta_g(m, T, P, solid_excess=0.0):
    return (gibbs(m["l"], T, P, m["Tm"])
            - gibbs(m["s"], T, P + solid_excess, m["Tm"]))


def melting_T(m, P, solid_excess=0.0):
    return brentq(lambda T: delta_g(m, T, P, solid_excess),
                  m["Tm"] - 300, m["Tm"] + 300, xtol=1e-11)


def variant(m, compression, expansion):
    """Equal heat capacities; keep only the requested volume responses."""
    new = dict(m)
    for key in ("s", "l"):
        new[key] = dict(m[key], cp=m["s"]["cp"])
        if not compression:
            new[key]["kappa"] = 0.0
        if not expansion:
            new[key]["alpha"] = 0.0
    return new


def numerical_slope(m, P, step):
    return (melting_T(m, P + step) - melting_T(m, P - step)) / (2 * step)


results = {}
for name, m in mats.items():
    Tm, L, Vs, Vl = m["Tm"], m["L"], m["s"]["V"], m["l"]["V"]
    dV = Vl - Vs
    slope = Tm * dV / L
    r = dict(dV=dV, slope=slope)

    # Initial slope: root of equal Gibbs energies against the formula.
    r["num_slope"] = numerical_slope(m, P0, 5e4)
    assert abs(r["num_slope"] / slope - 1) < 1e-5

    # Slope at high pressure, with volume change and latent heat re-evaluated.
    P = P0 + LARGE_P
    T = melting_T(m, P)
    r["dV_high"] = volume(m["l"], T, P, Tm) - volume(m["s"], T, P, Tm)
    r["L_high"] = enthalpy(m["l"], T, P, Tm) - enthalpy(m["s"], T, P, Tm)
    r["slope_high"] = T * r["dV_high"] / r["L_high"]
    r["num_high"] = numerical_slope(m, P, 1e6)
    assert abs(r["num_high"] / r["slope_high"] - 1) < 1e-5

    # Stability: heating favours liquid; pressure favours the denser phase.
    assert delta_g(m, Tm + 10, P0) < 0 < delta_g(m, Tm - 10, P0)
    r["dG"] = delta_g(m, Tm, P)
    assert r["dG"] * dV > 0

    # Constant volume and entropy differences must give a straight line.
    straight = melting_T(variant(m, False, False), P) - Tm
    assert abs(straight - slope * LARGE_P) < 1e-7
    r["small"] = slope * SMALL_P
    r["large"] = slope * LARGE_P
    r["small_full"] = melting_T(m, P0 + SMALL_P) - Tm
    r["large_full"] = T - Tm
    r["compression"] = melting_T(variant(m, True, False), P) - Tm
    r["expansion"] = melting_T(variant(m, False, True), P) - Tm
    r["deviation"] = 100 * (r["large_full"] / r["large"] - 1)
    assert abs(r["deviation"]) < 20

    # Every corner of the stated input margins must preserve the sign.
    corners = [Tm * (dV + (b - a) * VOLUME_MARGIN) / (L * (1 + c * HEAT_MARGIN))
               for a, b, c in product((-1, 1), repeat=3)]
    r["low"], r["high"] = min(corners), max(corners)
    assert r["low"] * r["high"] > 0
    r["flip"] = 100 * dV / Vs
    r["room_slope"] = Tm * (Vl - m["Vroom"]) / L

    # Curvature: equal chemical potentials with excess pressure in the solid.
    excess = 2 * m["gamma"] / RADIUS
    r["excess"] = excess
    r["curvature"] = melting_T(m, P0, excess) - Tm
    first_order = -excess * Vs * Tm / L
    assert abs(r["curvature"] / first_order - 1) < 1e-3
    results[name] = r

assert results["Si"]["slope"] < 0 < results["Al"]["slope"]


def show(label, unit, getter, fmt=".2f"):
    values = [format(getter(mats[n], results[n]), fmt) for n in ("Si", "Al")]
    print(f"{label} [{unit}]: Si {values[0]}, Al {values[1]}")


print("Rough rounded material inputs, followed by computed results")
print(f"Reference pressure [Pa]: {P0:.0f}")
print(f"Small added pressure [MPa]: {SMALL_P/1e6:.0f}")
print(f"Large added pressure [GPa]: {LARGE_P/GPA:.0f}")
show("Input melting temperature", "K", lambda m, r: m["Tm"], ".0f")
show("Input latent heat", "kJ/mol", lambda m, r: m["L"] / 1e3, ".1f")
show("Input solid volume at melting", "cm3/mol", lambda m, r: m["s"]["V"] / CM3, ".1f")
show("Input liquid volume at melting", "cm3/mol", lambda m, r: m["l"]["V"] / CM3, ".1f")
for key, word in (("s", "solid"), ("l", "liquid")):
    show(f"Input {word} heat capacity", "J/(mol K)", lambda m, r: m[key]["cp"], ".0f")
    show(f"Input {word} volume expansion", "1/K", lambda m, r: m[key]["alpha"], ".1e")
    show(f"Input {word} compressibility", "1/GPa", lambda m, r: m[key]["kappa"] * GPA, ".3f")
show("Volume change on melting", "cm3/mol", lambda m, r: r["dV"] / CM3)
show("Volume change / solid volume", "%", lambda m, r: r["flip"], ".1f")
show("Entropy of melting", "J/(mol K)", lambda m, r: m["L"] / m["Tm"])
show("Clapeyron slope", "K/Pa", lambda m, r: r["slope"], ".3e")
show("Clapeyron slope", "K/GPa", lambda m, r: r["slope"] * GPA)
show("Slope from Gibbs-energy roots", "K/GPa", lambda m, r: r["num_slope"] * GPA)
show("Straight-line shift, small pressure", "K", lambda m, r: r["small"], ".3f")
show("Full-model shift, small pressure", "K", lambda m, r: r["small_full"], ".3f")
show("Straight-line shift, large pressure", "K", lambda m, r: r["large"], ".1f")
show("Full-model shift, large pressure", "K", lambda m, r: r["large_full"], ".1f")
show("Full shift relative to straight line", "%", lambda m, r: r["deviation"], "+.1f")
show("Large-pressure shift, compression only", "K", lambda m, r: r["compression"], ".1f")
show("Large-pressure shift, expansion only", "K", lambda m, r: r["expansion"], ".1f")
show("Full G_liquid-G_solid at old Tm, large pressure", "J/mol", lambda m, r: r["dG"], ".0f")
show("Volume change at large pressure", "cm3/mol", lambda m, r: r["dV_high"] / CM3, ".3f")
show("Latent heat at large pressure", "kJ/mol", lambda m, r: r["L_high"] / 1e3)
show("Clapeyron slope at large pressure", "K/GPa", lambda m, r: r["slope_high"] * GPA)
show("Root slope at large pressure", "K/GPa", lambda m, r: r["num_high"] * GPA)
print(f"Assumed margin on each volume [cm3/mol]: {VOLUME_MARGIN/CM3:.1f}")
print(f"Assumed margin on latent heat [%]: {100*HEAT_MARGIN:.0f}")
show("Lowest slope within margins", "K/GPa", lambda m, r: r["low"] * GPA, ".1f")
show("Highest slope within margins", "K/GPa", lambda m, r: r["high"] * GPA, ".1f")
show("Input room-temperature solid volume", "cm3/mol", lambda m, r: m["Vroom"] / CM3, ".1f")
show("Wrong slope using that volume", "K/GPa", lambda m, r: r["room_slope"] * GPA, ".1f")
print(f"Solid sphere radius [um]: {RADIUS*1e6:.0f}")
show("Input interface energy", "J/m2", lambda m, r: m["gamma"])
show("Excess pressure in sphere", "MPa", lambda m, r: r["excess"] / 1e6)
show("Melting shift from curvature", "K", lambda m, r: r["curvature"], ".3f")
print("OK")
```

Printed output:

```
Rough rounded material inputs, followed by computed results
Reference pressure [Pa]: 101325
Small added pressure [MPa]: 10
Large added pressure [GPa]: 1
Input melting temperature [K]: Si 1690, Al 933
Input latent heat [kJ/mol]: Si 50.0, Al 10.7
Input solid volume at melting [cm3/mol]: Si 12.2, Al 10.6
Input liquid volume at melting [cm3/mol]: Si 11.0, Al 11.4
Input solid heat capacity [J/(mol K)]: Si 29, Al 33
Input solid volume expansion [1/K]: Si 1.3e-05, Al 1.0e-04
Input solid compressibility [1/GPa]: Si 0.011, Al 0.018
Input liquid heat capacity [J/(mol K)]: Si 27, Al 32
Input liquid volume expansion [1/K]: Si 1.2e-04, Al 1.2e-04
Input liquid compressibility [1/GPa]: Si 0.025, Al 0.025
Volume change on melting [cm3/mol]: Si -1.20, Al 0.80
Volume change / solid volume [%]: Si -9.8, Al 7.5
Entropy of melting [J/(mol K)]: Si 29.59, Al 11.47
Clapeyron slope [K/Pa]: Si -4.056e-08, Al 6.976e-08
Clapeyron slope [K/GPa]: Si -40.56, Al 69.76
Slope from Gibbs-energy roots [K/GPa]: Si -40.56, Al 69.76
Straight-line shift, small pressure [K]: Si -0.406, Al 0.698
Full-model shift, small pressure [K]: Si -0.406, Al 0.697
Straight-line shift, large pressure [K]: Si -40.6, Al 69.8
Full-model shift, large pressure [K]: Si -44.6, Al 67.7
Full shift relative to straight line [%]: Si +10.0, Al -3.0
Large-pressure shift, compression only [K]: Si -42.9, Al 65.7
Large-pressure shift, expansion only [K]: Si -42.2, Al 71.7
Full G_liquid-G_solid at old Tm, large pressure [J/mol]: Si -1270, Al 754
Volume change at large pressure [cm3/mol]: Si -1.389, Al 0.727
Latent heat at large pressure [kJ/mol]: Si 46.88, Al 11.11
Clapeyron slope at large pressure [K/GPa]: Si -48.73, Al 65.55
Root slope at large pressure [K/GPa]: Si -48.73, Al 65.55
Assumed margin on each volume [cm3/mol]: 0.1
Assumed margin on latent heat [%]: 5
Lowest slope within margins [K/GPa]: Si -49.8, Al 49.8
Highest slope within margins [K/GPa]: Si -32.2, Al 91.8
Input room-temperature solid volume [cm3/mol]: Si 12.1, Al 10.0
Wrong slope using that volume [K/GPa]: Si -37.2, Al 122.1
Solid sphere radius [um]: 1
Input interface energy [J/m2]: Si 0.40, Al 0.15
Excess pressure in sphere [MPa]: Si 0.80, Al 0.30
Melting shift from curvature [K]: Si -0.330, Al -0.277
OK
```
